# Quantum correction to the vapour pressure of an Einstein crystal

## A small number made of two large ones

Take a crystal with roughly the properties of sodium at 350 K. Each atom vibrates about its site with a quantum of 10 meV, and the well depth is 1.1 eV per atom. Quantising the vibrations raises the vapour pressure by 1.38 %. Yet the zero-point energy alone, which lifts every atom in its well, would multiply the pressure by $e^{0.497}\approx1.64$. Something removes nearly all of that 64 %, and what is left is close to $(\hbar\omega/kT)^2/8$.

## The model and its reference energy

The crystal is an Einstein crystal: each atom of mass $m$ moves independently about its own site in the potential $\tfrac12 m\omega^2r^2$, with the same angular frequency $\omega$ in all three directions. The vapour is an ideal gas of single atoms. Define

$$x=\frac{\hbar\omega}{kT},\qquad \lambda=\frac{h}{\sqrt{2\pi mkT}} .$$

The energy zero is an atom at rest in the vapour. A static crystal, with every atom at its potential minimum, has energy $-u$ per atom. This $u$ is the well depth measured from the minimum, and it is held fixed when the classical and quantum crystals are compared.

The depth $u$ is a cohesive energy per atom. It is not the cost of pulling one atom out of a rigid lattice. If the binding were a sum of pair bonds, that removal would break all the bonds of one atom, while each bond is shared by two atoms; the removal cost would be $2u$.

Internal degeneracies, such as electron spin, are taken equal in crystal and vapour until the real case is discussed. The harmonic potential is used at all distances, although a real well has finite depth. This is reasonable when $u\gg kT$ and the thermal displacement is small compared with the atomic spacing. In the sodium example $u/kT\approx36$, but the root-mean-square displacement is 0.041 nm, 11 % of the neighbour distance of 0.37 nm (15 % for a Debye spectrum of the same mean-square frequency). That is typical of a crystal near melting, so the second condition is only marginally met.

## Equilibrium from counting atoms

Let $N$ atoms be shared between the crystal and a vapour of volume $V$, with $n$ of them in the vapour. If the atoms carried labels, there would be $N!/[n!(N-n)!]$ ways to choose the vapour atoms and $(N-n)!$ ways to place the others on the crystal sites. The product is $N!/n!$. Identical atoms require division by $N!$, which leaves $1/n!$.

One vapour atom has the partition function

$$q=\frac{V}{h^3}\int e^{-p^2/2mkT}\,d^3p=\frac{V(2\pi mkT)^{3/2}}{h^3}=\frac{V}{\lambda^3}.$$

Let $z$ be the partition function of one crystal atom, including the factor $e^{u/kT}$. Surface energy and the change of vapour volume as the crystal shrinks are neglected. Then

$$Z=\sum_{n=0}^{N}\frac{q^n}{n!}z^{N-n}=z^N\sum_{n=0}^{N}\frac{a^n}{n!},\qquad a=\frac qz .$$

When far more atoms are present than evaporate, $N\gg a$, the upper limit can be taken to infinity. The mean number in the vapour is

$$\langle n\rangle=e^{-a}\sum_{n=1}^{\infty}\frac{n\,a^n}{n!}
=a\,e^{-a}\sum_{n=1}^{\infty}\frac{a^{n-1}}{(n-1)!}=a .$$

The ideal-gas law $P=\langle n\rangle kT/V$ now gives

$$P=\frac{kT}{\lambda^3z}. \tag{1}$$

A smaller crystal partition function means a higher vapour pressure. As a test, the sum over $n$ was carried out for $N=300$, $u/kT=3$, $x=1$ and $V/\lambda^3=512$. It gave $P\lambda^3/kT=0.056358$, in agreement with (1).

## The quantum crystal

One direction has the levels $\hbar\omega(\nu+\tfrac12)$, with $\nu=0,1,2,\ldots$, measured from the potential minimum. The geometric series gives

$$\sum_{\nu=0}^{\infty}e^{-x(\nu+1/2)}=\frac{e^{-x/2}}{1-e^{-x}}
=\frac{1}{e^{x/2}-e^{-x/2}}=\frac1{2\sinh(x/2)} .$$

The three directions are independent, so their partition functions multiply:

$$z_q=\frac{e^{u/kT}}{[2\sinh(x/2)]^3},\qquad
P_q=\frac{kT}{\lambda^3}e^{-u/kT}\,[2\sinh(x/2)]^3. \tag{2}$$

## The classical crystal

In classical mechanics the level sum becomes a phase-space integral. For one direction it is a product of two Gaussian integrals:

$$\frac1h\int e^{-p^2/2mkT}dp\int e^{-m\omega^2s^2/2kT}ds
=\frac1h\sqrt{2\pi mkT}\sqrt{\frac{2\pi kT}{m\omega^2}}
=\frac{2\pi kT}{h\omega}=\frac1x .$$

Hence $z_{cl}=e^{u/kT}/x^3$, and (1) gives $P_{cl}=kT\,e^{-u/kT}x^3/\lambda^3$. Planck's constant appears in both $x$ and $\lambda$, but it cancels:

$$\frac{x}{\lambda}=\frac{\hbar\omega}{kT}\,\frac{\sqrt{2\pi mkT}}{2\pi\hbar}
=\sqrt{\frac{m\omega^2}{2\pi kT}} .$$

Therefore

$$P_{cl}=\frac{kT}{v_f}e^{-u/kT},\qquad
v_f=\left(\frac{2\pi kT}{m\omega^2}\right)^{3/2}. \tag{3}$$

The free volume $v_f$ is the effective volume in which an atom moves about its site. Apart from the temperature, only the force constant $m\omega^2$ enters it. At fixed force constant the mass also drops out of the classical pressure, because the momentum integrals are the same in both phases.

## The ratio and its leading correction

The depth $u$ is the same in both pressures, so its exponential cancels:

$$R=\frac{P_q}{P_{cl}}=\left[\frac{\sinh(x/2)}{x/2}\right]^3. \tag{4}$$

From $\sinh y=y+y^3/6+y^5/120+\cdots$ with $y=x/2$,

$$\frac{\sinh(x/2)}{x/2}=1+\frac{x^2}{24}+\frac{x^4}{1920}+\cdots .$$

In the cube, the $x^2$ term can come from any of three factors. The $x^4$ term comes either from one factor or from a pair of $x^2$ terms, and there are three such pairs:

$$R=1+\frac{3x^2}{24}+\left(\frac3{1920}+\frac3{24^2}\right)x^4+\cdots
=1+\frac{x^2}{8}+\frac{13x^4}{1920}+\cdots . \tag{5}$$

This is the stated correction: $(\hbar\omega/kT)^2/8$, one twenty-fourth from each direction. In a numerical test, oscillator levels found by diagonalising the Hamiltonian on a grid, at $x=0.2$ and $0.4$, gave an extrapolated coefficient of 0.12500.

The correction can be bracketed for every $x>0$. All coefficients in (5) are positive, so $R>1+x^2/8$. For an upper bound, compare

$$\frac{\sinh y}{y}=\sum_{j=0}^{\infty}\frac{y^{2j}}{(2j+1)!}
\quad\text{with}\quad
e^{y^2/6}=\sum_{j=0}^{\infty}\frac{y^{2j}}{6^j\,j!}.$$

The denominators agree at $j=0$ and $j=1$. In going from $j$ to $j+1$, the first grows by $(2j+2)(2j+3)=2(j+1)(2j+3)$ and the second by $6(j+1)$. For $j\ge1$ the first factor is larger, so the first series is smaller for $y>0$. Cubing, with $3y^2/6=x^2/8$, gives

$$1+\frac{x^2}{8}<R<e^{x^2/8}. \tag{6}$$

## Where the zero-point effect goes

Separate the ground level from the rest by writing $2\sinh(x/2)=e^{x/2}(1-e^{-x})$. Then

$$\ln R=\frac{3x}{2}+3\ln\frac{1-e^{-x}}{x}. \tag{7}$$

The first term is the zero-point energy $\tfrac32\hbar\omega$ divided by $kT$. The second compares the discrete ladder above the ground level with a classical oscillator whose minimum lies at that level. For small $x$, $(1-e^{-x})/x=1-x/2+x^2/6-\cdots$, and $\ln(1+\epsilon)=\epsilon-\epsilon^2/2+\cdots$ gives

$$3\ln\frac{1-e^{-x}}x
=3\left(-\frac x2+\frac{x^2}{6}-\frac{x^2}{8}+\cdots\right)
=-\frac{3x}{2}+\frac{x^2}{8}+\cdots .$$

The linear terms cancel. In the sodium example the two terms of (7) are $0.49734$ and $-0.48361$; their sum is $0.01373$, and $e^{0.01373}-1=1.38\,\%$.

There is a geometric reason. The classical result is an integral over a continuous level number,

$$\frac1x=\int_0^\infty e^{-x\nu}\,d\nu ,$$

and the quantum sum samples the integrand at $\nu=\tfrac12,\tfrac32,\ldots$, the midpoints of cells of unit width. A midpoint sum has no error from the slope, since the slope contributes equally and oppositely on the two sides of the midpoint. The first error comes from the curvature. The exponential is convex, so its midpoint value lies below its average over the cell. The quantum sum is therefore smaller than the classical integral, and by (1) the pressure is higher.

## Energy, entropy and the heat of sublimation

The vibrational energy follows from differentiating $-3\ln[2\sinh(\beta\hbar\omega/2)]$ with respect to $-\beta$, where $\beta=1/kT$:

$$E=\frac{3\hbar\omega}{2}\coth\frac x2
=\frac{3kTx}{2}\left(\frac2x+\frac x6-\cdots\right)
=3kT+\frac{kTx^2}{4}-\cdots .$$

The classical value is $3kT$, so quantisation adds $kTx^2/4$ to leading order. The free energy rises by $kT\ln R\approx kTx^2/8$. Since $F=E-TS$, the entropy changes by

$$\Delta S=\frac{\Delta E-\Delta F}{T}=\frac{kx^2}{8}.$$

The added entropy offsets half of the added energy. This is why the pressure correction has an eighth and not a quarter. The grid levels at $x=0.2$ give 0.2498 and 0.1249 for the two coefficients.

The temperature slope of (2) has three parts. The prefactor $kT/\lambda^3$ varies as $T^{5/2}$, the well factor contributes $u/kT^2$, and $dx/dT=-x/T$ in the last factor:

$$\frac{d\ln P_q}{dT}=\frac{5}{2T}+\frac{u}{kT^2}-\frac{3x}{2T}\coth\frac x2
=\frac{L}{kT^2},\qquad L=u+\tfrac52kT-E. \tag{8}$$

Here $L$ is the heat of sublimation per atom: the vapour enthalpy $\tfrac52kT$ minus the crystal energy $-u+E$.

## A second convention reverses the sign

Suppose the known quantity is the depth from the quantum ground level,

$$D_0=u-\tfrac32\hbar\omega ,$$

which is the sublimation energy at zero temperature. If a classical crystal is given this same number as its depth from the minimum, the zero-point term in (7) disappears from the comparison:

$$\frac{P_q(D_0)}{P_{cl}(D_0)}=\left[\frac{1-e^{-x}}{x}\right]^3
=1-\frac{3x}{2}+\cdots . \tag{9}$$

Since $1-e^{-x}<x$ for $x>0$, this ratio is below one. For the sodium numbers it is 0.617, a lowering of 38 %. There is no conflict with (4), because the two classical crystals have different depths. The true zero-temperature sublimation energy $D_0$, reached with the quantum heat capacity of the crystal, must have $\tfrac32\hbar\omega$ added before it is used as $u$ in (2) or (3). A straight line through high-temperature values of $L$ is a different thing. By (8), $L\approx u-\tfrac12kT$ for $x\ll1$, so such a line meets $T=0$ near $u$. For the sodium numbers between 250 and 370 K it gives 1.098 eV, against $u=1.100$ eV and $D_0=1.085$ eV, and adding $\tfrac32\hbar\omega$ to it would count the zero-point energy almost twice.

The same depth governs the cold limit. For $x\gg1$, $2\sinh(x/2)\to e^{x/2}$, and (2) becomes

$$P_q\to\frac{kT}{\lambda^3}e^{-D_0/kT}.$$

Each crystal atom is then in its ground level. The ratio $R$ tends to $e^{3x/2}/x^3$, and the quadratic correction no longer describes it.

## The sodium numbers

The inputs are $T=350$ K, $u=1.10$ eV, $\hbar\omega=10$ meV and $m=23$ u. With $kT=30.161$ meV,

$$x=\frac{10}{30.161}=0.3316,\qquad \frac{x^2}{8}=\frac{0.1099}{8}=1.374\,\%.$$

The next term in (5) is 0.008 %, and the full correction is 1.382 %.

For the absolute pressure, $\lambda=0.01946$ nm and $v_f=(\lambda/x)^3=2.021\times10^{-4}$ nm³. Thus $kT/v_f=149.2$ eV/nm³, or $1.793\times10^8$ Torr. With $u/kT=36.471$,

$$P_{cl}=1.793\times10^8\,e^{-36.471}\ \text{Torr}=2.60\times10^{-8}\ \text{Torr},$$

and $P_q=2.63\times10^{-8}$ Torr, or $3.51\times10^{-6}$ Pa.

The heat of sublimation is 1.084 eV. By (8), a classical crystal would reach the quantum pressure if it were warmer by about

$$\Delta T\approx\frac{kT^2\ln R}{L}
=350\ \text{K}\times\frac{0.030161\times0.01373}{1.084}=0.13\ \text{K}.$$

At fixed $\omega$ the leading correction varies as $1/T^2$:

| $T$ (K) | full correction (%) | $x^2/8$ (%) |
|---|---|---|
| 150 | 7.73 | 7.48 |
| 200 | 4.29 | 4.21 |
| 250 | 2.72 | 2.69 |
| 300 | 1.89 | 1.87 |

At 150 K the leading term misses about 3 % of the correction itself. This agrees with the ratio of the two terms in (5), $13x^2/240$, which is 0.032 there.

## Beside a real sodium source

The inputs are rough typical values for solid sodium, whose melting point is near 370 K. Above that temperature the source holds a liquid, to which this model does not apply. The absolute pressure is much less certain than the quantum ratio. A free sodium atom has two spin states, while the metal has no matching free spin per atom; this doubles the pressure to $5.3\times10^{-8}$ Torr. The measured pressure at 350 K is, roughly, of order $10^{-8}$ Torr. An error of 0.01 eV in $u$ changes the model pressure by a factor of 1.39, so an error of 0.05 eV changes it by $1.39^5\approx5$. The model and measured pressures differ by a factor of a few, which an error of a few hundredths of an eV in the rough depth would cover. Formula (1) also assumes equilibrium; a source with a strong outflow may break that assumption, and the effect is not estimated here.

Several other neglected effects were sized one at a time, with the remaining inputs held fixed; the list is not complete. They overlap, so their factors should not be multiplied into a corrected prediction.

**Spread of frequencies.** A real crystal has many vibrational modes. In the harmonic approximation their logarithms add, so $\ln R$ becomes three times the mode average of $\ln[\sinh(x/2)/(x/2)]$, with leading term $\langle x^2\rangle/8$. The Einstein frequency for the quantum correction is thus the root-mean-square frequency. The classical pressure contains $\exp(3\langle\ln x\rangle)$ instead, and so the geometric mean. For a Debye spectrum, with mode density $3s^2$ in $s=\omega/\omega_D$ between 0 and 1, $\langle s^2\rangle=3/5$ and $\langle\ln s\rangle=-1/3$. At equal mean-square frequency the classical pressure changes by

$$\frac{e^{-1}}{(3/5)^{3/2}}=0.79,$$

while the quantum correction remains 1.38 %.

**Thermal expansion.** Let the inputs describe the unexpanded lattice, let $s$ now be the volume relative to it, and let $\omega\propto s^{-\gamma}$. With bulk modulus $B$ and volume per atom $v$, the crystal minimises

$$\frac{Bv}{2kT}(s-1)^2-3\gamma\ln s .$$

The first term is the elastic cost and the second the gain from softer vibrations. Rough values $\gamma=1.2$ and $B=6.5$ GPa give an expansion of about 6.4 %. The minimum lies below the value at $s=1$, so the pressure falls, by a factor of 0.89. The softer frequency reduces the quantum correction to 1.19 %. At this strain the quadratic elastic cost is only a first estimate: letting the bulk modulus soften with volume, with $dB/dP=4$, changes these numbers to 7.6 %, 0.88 and 1.16 %. If $\omega$ and $u$ already refer to the expanded crystal, this change must not be applied again.

**Anharmonic forces.** Multiply the potential in each direction by $1+c\,q^2/d^2$, where $q$ is the displacement, $d=0.37$ nm the neighbour distance and $c=3$ a model choice. The steeper walls reduce the free volume and raise the classical pressure by 5 %. The quantum correction becomes 1.48 %; it follows the chosen $c$, with 1.42 % for $c=1$ and 1.56 % for $c=6$. A softening quartic term would shift the classical pressure the other way to first order.

**Electrons and vapour.** Thermal excitation of free conduction electrons, with a Fermi energy of 3.2 eV, lowers the crystal free energy and reduces the pressure by 2.3 %. At the model pressure with the spin factor, rough dimer constants put the dimer pressure at about $4\times10^{-4}$ of the atomic pressure; only the order is meaningful, and the ratio is proportional to the atomic pressure. It is small in any case, and the vapour holds about $5\times10^{-18}$ atoms per $\lambda^3$ and spin state, so the ideal monatomic gas is a good approximation here.

Of the effects sized here, expansion and anharmonicity move the quantum correction most, to between about 1.2 % and 1.5 % for the values chosen; the upper end is set by the choice $c=3$ and is not a bound for sodium. The second digit of 1.38 % therefore belongs to the model and not to sodium. The rough vibrational quantum adds its own uncertainty: taking 9 or 11 meV instead of 10 meV gives about 1.1 % or 1.7 %. The numerical output gives the remaining inputs and intermediate values.

## Computed values

```
Extrapolated coefficient of x^2 (grid levels): 0.1249986
Energy coefficient at x=0.2, in kT x^2: 0.24983
Entropy coefficient at x=0.2, in k x^2: 0.12488
Coexistence test, p lambda^3/kT, sum: 0.05635832
Coexistence test, p lambda^3/kT, formula: 0.05635832
Temperature: 350 K
Depth from potential minimum (rough): 1.10 eV
Vibrational quantum (rough): 10.0 meV
Atomic mass (rounded): 23 u
Thermal energy kT: 30.161 meV
x = hbar omega/kT: 0.33156
Depth/kT: 36.4713
Force constant: 8.815 N/m
Thermal wavelength: 0.01946 nm
Classical free volume: 2.0213e-04 nm^3
Classical vapour pressure: 2.59607e-08 Torr
Quantum vapour pressure: 2.63196e-08 Torr
Quantum vapour pressure, converted: 3.50899e-06 Pa
Exact relative correction: 1.38234 %
Leading correction x^2/8: 1.37413 %
Next term 13 x^4/1920: 0.00818 %
Zero-point part of ln p, 3x/2: 0.49734
Excited-level part of ln p ratio: -0.48361
Ratio at fixed ground-level depth: 0.61656
Sublimation heat per atom: 1.08409 eV
Equivalent classical temperature offset: 0.1336 K
At 150 K: x=0.7736, exact=7.7285 %, leading=7.4814 %
At 200 K: x=0.5802, exact=4.2858 %, leading=4.2083 %
At 250 K: x=0.4642, exact=2.7249 %, leading=2.6933 %
At 300 K: x=0.3868, exact=1.8856 %, leading=1.8703 %
Spin-doublet pressure factor: 2
Pressure with spin doublet: 5.2639e-08 Torr
Neighbour distance (rough): 0.37 nm
Quartic coefficient c (model): 3.0
Quartic term, classical pressure factor: 1.0509
Quartic term, quantum correction: 1.4769 %
Grueneisen parameter (rough): 1.2
Bulk modulus (rough): 6.5 GPa
Thermal volume expansion: 6.45 %
Expansion, classical pressure factor: 0.8905
Expansion, quantum correction: 1.1888 %
Fermi energy (rough): 3.2 eV
Conduction-electron pressure factor: 0.9770
Debye spectrum, classical pressure factor: 0.7916
Debye spectrum, quantum correction: 1.38210 %
Dimer binding energy (rough): 0.73 eV
Dimer bond length (rough): 0.31 nm
Dimer vibrational quantum (rough): 20 meV
Dimer-to-atom pressure ratio: 4.042e-04
Vapour degeneracy per spin state: 5.350e-18
Pressure factor for 0.01 eV depth error: 1.3931
```
